# Variance of a Two-Level Random Telegraph Current from Its Dwell Times: a numerical check

```python
"""Variance of a two-level random telegraph current.

Result under test: variance = step^2 * t_high * t_low / (t_high + t_low)^2
  t_high, t_low : mean dwell times in the high and low level (ms)
  step          : high level minus low level (nA)
For constant switching rates the autocovariance is variance*exp(-t/t_corr),
with 1/t_corr = 1/t_high + 1/t_low. A record of finite length T then shows,
about its own mean, the average variance variance*(1 - g(T)).
The formulas are compared with random traces and with matrix exponentials.
"""
import numpy as np
from scipy.linalg import expm

t_high, t_low = 2.0, 8.0      # ms
step, base = 1.0, 5.0         # nA
cycles = 400_000
rng = np.random.default_rng(12345)

# Derived formulas
p = t_high / (t_high + t_low)
mean = base + p * step
part_high = p * ((1 - p) * step) ** 2
part_low = (1 - p) * (p * step) ** 2
variance = step**2 * t_high * t_low / (t_high + t_low) ** 2
t_corr = 1 / (1 / t_high + 1 / t_low)


def mean_fraction_noise(T):
    """g(T): variance of the record mean divided by the full variance."""
    r = t_corr / T
    return 2 * r * (1 + r * np.expm1(-T / t_corr))


def make_trace(draw, mean_high, mean_low):
    """Alternating high and low dwells, starting high."""
    durations = np.column_stack((draw(mean_high), draw(mean_low))).ravel()
    levels = np.tile([base + step, base], cycles)
    return durations, levels


def time_statistics(durations, levels):
    m = np.average(levels, weights=durations)
    return m, np.average((levels - m) ** 2, weights=durations)


def exponential(m):
    return rng.exponential(m, cycles)


def uniform(m):
    return rng.uniform(0, 2 * m, cycles)


# Direct time averages; sampling errors are about 4e-4 nA and 2e-4 nA^2
durations, levels = make_trace(exponential, t_high, t_low)
mean_exp, var_exp = time_statistics(durations, levels)
mean_uni, var_uni = time_statistics(*make_trace(uniform, t_high, t_low))
mean_swap, var_swap = time_statistics(*make_trace(exponential, t_low, t_high))
assert abs(mean_exp - mean) < 2e-3
assert abs(mean_uni - mean) < 2e-3
assert abs(mean_swap - (base + (1 - p) * step)) < 2e-3
for value in (var_exp, var_uni, var_swap):
    assert abs(value - variance) < 1e-3
assert abs(part_high + part_low - var_exp) < 1e-3

# Occupation and autocovariance from the switching-rate matrix
rates = np.array([[-1 / t_high, 1 / t_high], [1 / t_low, -1 / t_low]])
state_current = np.array([base + step, base])
occupation = expm(rates * 200.0)[0]
assert abs(occupation[0] - p) < 1e-10
matrix_mean = occupation @ state_current
cov = {}
for t in (0.0, 0.5, 1.6, 5.0):
    joint = (occupation * state_current) @ expm(rates * t) @ state_current
    cov[t] = joint - matrix_mean**2
    assert abs(cov[t] - variance * np.exp(-t / t_corr)) < 1e-10

# Finite records cut from the exponential trace
times = np.concatenate(([0.0], np.cumsum(durations)))
high_time = np.concatenate(
    ([0.0], np.cumsum(durations * (levels > base + step / 2))))
records = {}
for T in (20.0, 320.0):
    edges = np.arange(0.0, times[-1], T)
    fraction = np.diff(np.interp(edges, times, high_time)) / T
    record_var = step**2 * fraction * (1 - fraction)
    predicted = variance * (1 - mean_fraction_noise(T))
    # sampling error of the average is about 2e-4 nA^2
    assert abs(record_var.mean() - predicted) < 1e-3
    records[T] = (predicted, record_var.mean(), record_var.std())

# Linear scatter estimate; neglected higher orders are of order 1 percent
scatter = abs(1 - 2 * p) * step**2 * np.sqrt(
    p * (1 - p) * mean_fraction_noise(320.0))
assert abs(records[320.0][2] / scatter - 1) < 0.05

print(f"mean high dwell time: {t_high:.1f} ms")
print(f"mean low dwell time: {t_low:.1f} ms")
print(f"current step: {step:.1f} nA")
print(f"low level (chosen baseline): {base:.1f} nA")
print(f"high time fraction: {p:.3f}")
print(f"low time fraction: {1 - p:.3f}")
print(f"mean current: {mean:.3f} nA")
print(f"high level above mean: {(1 - p) * step:.3f} nA")
print(f"low level below mean: {p * step:.3f} nA")
print(f"variance part from high level: {part_high:.4f} nA^2")
print(f"variance part from low level: {part_low:.4f} nA^2")
print(f"variance: {variance:.4f} nA^2")
print(f"rms noise: {np.sqrt(variance):.4f} nA")
print(f"largest variance, equal dwell times: {step**2 / 4:.4f} nA^2")
print(f"cycles in each simulated trace: {cycles}")
print(f"simulated mean, exponential dwells: {mean_exp:.3f} nA")
print(f"simulated variance, exponential dwells: {var_exp:.4f} nA^2")
print(f"simulated variance, uniform dwells: {var_uni:.4f} nA^2")
print(f"simulated mean, exchanged dwell times: {mean_swap:.3f} nA")
print(f"simulated variance, exchanged times: {var_swap:.4f} nA^2")
print(f"correlation time: {t_corr:.3f} ms")
print(f"matrix autocovariance at 1.6 ms: {cov[1.6]:.4f} nA^2")
for T, (predicted, average, spread) in records.items():
    print(f"record length: {T:.0f} ms")
    print(f"  g: {mean_fraction_noise(T):.5f} (no unit)")
    print(f"  predicted average variance: {predicted:.4f} nA^2")
    print(f"  simulated average variance: {average:.4f} nA^2")
    print(f"  simulated scatter of one record: {spread:.4f} nA^2")
print(f"linear scatter estimate, 320 ms: {scatter:.4f} nA^2")
print("tests ok")
```

Running it gives:

```
mean high dwell time: 2.0 ms
mean low dwell time: 8.0 ms
current step: 1.0 nA
low level (chosen baseline): 5.0 nA
high time fraction: 0.200
low time fraction: 0.800
mean current: 5.200 nA
high level above mean: 0.800 nA
low level below mean: 0.200 nA
variance part from high level: 0.1280 nA^2
variance part from low level: 0.0320 nA^2
variance: 0.1600 nA^2
rms noise: 0.4000 nA
largest variance, equal dwell times: 0.2500 nA^2
cycles in each simulated trace: 400000
simulated mean, exponential dwells: 5.200 nA
simulated variance, exponential dwells: 0.1597 nA^2
simulated variance, uniform dwells: 0.1600 nA^2
simulated mean, exchanged dwell times: 5.800 nA
simulated variance, exchanged times: 0.1600 nA^2
correlation time: 1.600 ms
matrix autocovariance at 1.6 ms: 0.0589 nA^2
record length: 20 ms
  g: 0.14720 (no unit)
  predicted average variance: 0.1364 nA^2
  simulated average variance: 0.1362 nA^2
  simulated scatter of one record: 0.0786 nA^2
record length: 320 ms
  g: 0.00995 (no unit)
  predicted average variance: 0.1584 nA^2
  simulated average variance: 0.1582 nA^2
  simulated scatter of one record: 0.0235 nA^2
linear scatter estimate, 320 ms: 0.0239 nA^2
tests ok
```
